Perron–Frobenius Argument for Nodes and Ghosts of Separable Pseudopotentials

A separable pseudopotential replaces a potential that depends on angular momentum by a local potential plus a projector. The projector is nonlocal, so the node-counting theorem for ordinary radial equations no longer applies. This problem asks what can still be said about the lowest state.

Hartree atomic units are used. In one angular-momentum channel l the radial function is u(r), with r > 0, u(0) = 0 and ∫u² dr = 1. The Hamiltonian is

H = H₀ + b|χ⟩⟨χ|,

H₀ = −½ d²/dr² + V_eff(r), V_eff(r) = l(l+1)/(2r²) + V_loc(r).

Here V_loc is real, finite and continuous, and tends to a constant at large r. The function χ is real, smooth, localized and not identically zero, and b is a real number. Let ε₀ be the bottom of the spectrum of H₀. H is assumed to have a bound state below its continuum; its lowest energy is E₀. Because H is real, the real and imaginary parts of an eigenfunction are themselves solutions, and real functions suffice. A node is a sign change at some r > 0.

**(a) Find the kernel of (H₀ − E)⁻¹ for E < ε₀ and determine its sign. Then find the kernel of (H − E)⁻¹.**

Let u_< be the solution of (H₀ − E)u = 0 that vanishes at the origin, and u_> the solution that decays at infinity. Take each positive where it starts, u_< near the origin and u_> at large r.

Neither can have a zero at a finite radius a > 0. Suppose u_<(a) = 0. Multiply its equation by u_< and integrate from 0 to a. The boundary terms of the integration by parts vanish, and

∫₀ᵃ (½u_<'² + V_eff u_<²) dr = E ∫₀ᵃ u_<² dr.

The function equal to u_< inside a and to zero outside would then be a trial function with mean energy E < ε₀, against the variational principle. The same argument on the interval from a to infinity excludes a zero of u_>. Both solutions are therefore positive for r > 0.

Their Wronskian

W = u_<'u_> − u_<u_>'

does not depend on r, since both functions obey the same equation without first derivatives. It is not zero, for otherwise the two would be proportional and E would be an eigenvalue of H₀. Since (u_</u_>)' = W/u_>², the ratio u_</u_> is monotonic. It starts from zero at the origin and is positive afterwards, so W > 0.

The kernel G(r,r') must satisfy (H₀ − E)G = δ(r − r'). Away from r = r' it solves the homogeneous equation, so

G(r,r') = C u_<(r_min) u_>(r_max),

where r_min and r_max are the smaller and the larger of r and r'. Integrating across r = r', the term −½G'' must yield 1, so the slope of G jumps by −2. The jump of the product is C(u_<u_>' − u_<'u_>) = −CW. Hence C = 2/W and

G(r,r') = (2/W) u_<(r_min) u_>(r_max) > 0.

To include the projector, solve (H − E)u = f for a given f:

(H₀ − E)u = f − bχ⟨χ|u⟩, so u = Gf − b Gχ ⟨χ|u⟩.

Taking the overlap with χ gives

⟨χ|u⟩ = ⟨Gχ|f⟩ − b⟨χ|G|χ⟩⟨χ|u⟩,

⟨χ|u⟩ = ⟨Gχ|f⟩/D(E), D(E) = 1 + b⟨χ|G|χ⟩.

Inserting this overlap, the kernel K of (H − E)⁻¹ is

K(r,r') = G(r,r') − (b/D)(Gχ)(r)(Gχ)(r').

This holds for E < ε₀ wherever D ≠ 0.

**(b) Let b < 0 and let χ have one sign, zeros being allowed. How many nodes can the ground state have, and can it be degenerate?**

First fix the sign of D. An attractive projector lowers every expectation value or leaves it unchanged, so E₀ ≤ ε₀. Take E < E₀. Since dG/dE = G² as an operator,

dD/dE = b⟨χ|G²|χ⟩ = b‖Gχ‖² < 0.

For E → −∞ the operator G tends to zero and D tends to 1. Thus D falls from 1 as E rises. If it reached zero at some E₁ < ε₀, the function u = Gχ would satisfy

(H − E₁)u = χ + bχ⟨χ|G|χ⟩ = D(E₁)χ = 0,

and E₁ would be an eigenvalue of H. There is none below E₀, so D > 0 for every E < E₀.

Because G > 0 and χ has one sign, Gχ has the same strict sign everywhere. The product (Gχ)(r)(Gχ)(r') is positive, and so is −b/D. Therefore

K(r,r') > G(r,r') > 0.

Now the Perron–Frobenius argument applies. If λ is in the spectrum of H, then 1/(λ − E) is in that of K. The largest value is μ = 1/(E₀ − E), and it belongs to the ground states of H. For a normalized ground state u,

⟨|u|,K|u|⟩ − ⟨u,Ku⟩ = ∬ K(r,r')[|u(r)||u(r')| − u(r)u(r')] dr dr' ≥ 0.

But |u| is also normalized, so its expectation value cannot exceed μ = ⟨u,Ku⟩. The integral is therefore zero. Since K is strictly positive and the bracket is nonnegative and continuous, u(r)u(r') = |u(r)||u(r')| for all pairs. Thus u has one sign, which may be chosen nonnegative. From

u(r) = (E₀ − E) ∫ K(r,r')u(r') dr' > 0

it follows that u does not even touch zero at r > 0.

If there were two independent ground states, two orthogonal ones could be chosen. Each would have a strict sign, and their overlap could not vanish. The ground state is therefore nodeless and unique.

Several attractive projectors, each of one sign, are treated by adding them in turn. After the first step K is positive and takes the place of G in the second.

The result concerns one radial channel. In three dimensions a projector with l > 0 also carries spherical harmonics, which change sign over the angles. The proof then gives no ordering between different l, and it makes no statement about nodes of excited states.

**(c) Which step is lost if the projector is repulsive, or if χ changes sign? Does its loss force a node?**

The lost step is the positivity of K. This can be seen at very low energy. Write −c for a lower bound of V_eff, and let G_c be the half-line kernel for the constant potential −c. The identity

G_c − G = G_c(V_eff + c)G ≥ 0

shows that G is no larger than G_c. With κ = √(2(|E| − c)), the latter gives

G(r,r') ≤ G_c(r,r') ≤ exp(−κ|r − r'|)/κ.

For r ≠ r', G is thus exponentially small as E → −∞. The projector part decays more slowly. From

(H₀ − E)⁻¹χ = −χ/E + (1/E)(H₀ − E)⁻¹H₀χ

and the assumptions that χ(0) = 0 and H₀χ is bounded, the second term is of order 1/E², so Gχ = χ/|E| to leading order. Also D → 1, and hence, where χ(r)χ(r') ≠ 0,

K(r,r') → −b χ(r)χ(r')/E², r ≠ r'.

For b > 0 this is negative at two different points where χ has the same sign. For b < 0 and a sign-changing χ it is negative when the points lie in regions of opposite sign. The guarantee used in (b) is gone.

This does not decide the number of nodes. The argument in (b) needs a positive kernel at just one energy below E₀, and a kernel negative at very low energy may still become positive nearer to E₀. Even without any positive kernel, a nodeless ground state is not excluded. Conversely, if the ground state does have a node, part (b) shows that K cannot be positive at any E < E₀.

The physical mechanism appears when u is replaced by |u|. The slopes satisfy (|u|')² = u'² except at the nodes, so the mean value of H₀ is unchanged. The energy changes by

Δ = b(⟨χ||u|⟩² − ⟨χ|u⟩²).

For χ of one sign, the first square is at least as large as the second. Attraction then gives Δ ≤ 0: removing the sign change costs nothing. Repulsion gives Δ ≥ 0, because a sign change lets the overlap with χ cancel. If χ itself changes sign, an attractive projector can favour a function that changes sign with it.

**(d) Keep H₀ and a strictly positive χ fixed, and let b → +∞. What happens to the ground state?**

Choose a normalized trial function v of finite energy with ⟨χ|v⟩ = 0. The projector does not act on it, so E₀ ≤ ⟨v|H₀|v⟩ for every b. For the ground state u,

E₀ = ⟨u|H₀|u⟩ + b⟨χ|u⟩² ≥ ε₀ + b⟨χ|u⟩².

Combining the two inequalities,

⟨χ|u⟩² ≤ (⟨v|H₀|v⟩ − ε₀)/b → 0.

If the ground state tends to a normalized bound state, that limit is orthogonal to χ. With χ > 0 everywhere, ∫χu dr = 0 requires u to take both signs. When such a bound limit exists, a sufficiently strong repulsive projector of fixed shape thus produces a node, whereas weak repulsion need not. In a shallow well, strong repulsion may instead push the only bound state into the continuum.

**(e) Let φ > 0 be the normalized ground state of a potential V_s in this channel, with energy ε_ref. Put δV = V_s − V_loc and use the Kleinman–Bylander choice**

χ = δV φ, b = 1/⟨φ|δV|φ⟩.

**When does a state of H lie below the reference state φ?**

The denominator must not vanish. Since b⟨χ|φ⟩ = 1,

Hφ = H₀φ + χ = (H₀ + δV)φ = ε_ref φ.

The reference is always an eigenstate of H, but not necessarily the lowest. A spurious state below it is called a ghost here.

Suppose δV ≤ 0. Then χ ≤ 0 and b < 0, so part (b) gives a positive ground state. If φ had a higher energy than this state, the two would be orthogonal, which is impossible for two positive functions. Hence φ is the ground state, and no ghost lies below it.

For other δV, compare the levels εₙ of H₀ with the levels Eₙ of H, both counted upwards from n = 0 and assumed bound as far as needed. For b > 0, H ≥ H₀ gives Eₙ ≥ εₙ. Moreover, the span of the lowest n + 2 eigenstates of H₀ contains an (n + 1)-dimensional subspace orthogonal to χ. There H equals H₀ and its mean value is at most εₙ₊₁. The minimax principle gives

b > 0: εₙ ≤ Eₙ ≤ εₙ₊₁.

For b < 0, H₀ is H plus a repulsive projector, so the roles are exchanged:

b < 0: Eₙ ≤ εₙ ≤ Eₙ₊₁.

Take b > 0. If ε₁ < ε_ref, then E₀ ≤ ε₁ < ε_ref and there is a ghost. If ε₁ > ε_ref, then E₁ ≥ ε₁ > ε_ref, so the eigenvalue ε_ref can only be E₀. For b < 0 the same reasoning works with ε₀ in place of ε₁. The criterion is

b > 0: ghost if ε₁ < ε_ref, none if ε₁ > ε_ref;

b < 0: ghost if ε₀ < ε_ref, none if ε₀ > ε_ref.

Every such ghost is orthogonal to φ > 0 and therefore has a node.

At the threshold, H₀ has an eigenstate w with energy ε_ref. From H₀φ = ε_ref φ − χ,

ε_ref⟨w|φ⟩ = ⟨w|H₀|φ⟩ = ε_ref⟨w|φ⟩ − ⟨w|χ⟩.

Thus ⟨w|χ⟩ = 0 and Hw = ε_ref w. The state w is independent of φ, because ⟨φ|χ⟩ = 1/b ≠ 0. The level ε_ref of H is then at least doubly degenerate. It is the lowest level: if E₀ were lower, both E₁ and E₂ would equal ε_ref, but the inequalities place E₂ above it, since the bound levels of H₀ are simple. Uniqueness of the ground state is therefore lost at the threshold.

**(f) Apply these results to a model s channel with V_s = −4 erf(r)/r hartree, r in bohr. Compare δV = d exp(−r²) for d = −3, 2 and 30 hartree with δV = A(r² − 1)exp(−r²) for A = 1 and 40 hartree.**

These are round model parameters, not a particular atom. The levels were found by diagonalization with 240 sine functions in a box of radius 16 bohr. The reference energy is ε_ref = −2.458 hartree in all five cases, because V_s is the same. Energies below are in hartree and b is in hartree⁻¹.

For d = −3, ⟨φ|δV|φ⟩ = −1.122 and b = 1/(−1.122) = −0.891:
H₀ levels: −1.665, −0.836
H levels: −2.458, −1.035

The projector is attractive and χ has one sign. It lowers the ground level by 2.458 − 1.665 = 0.793 hartree, and the ground state is the nodeless reference, as (b) requires. At E = −3 hartree, with G built from numerically integrated u_< and u_>, D = 0.307. It reaches zero at E = ε_ref, where Gχ = −φ and D = 1 − b⟨χ|φ⟩ = 0.

For d = 2, b = 1/0.748 = 1.337:
H₀ levels: −3.331, −1.275
H levels: −2.458, −1.150

The projector is repulsive, yet the ground state has no node. The criterion explains this: ε₁ = −1.275 lies above ε_ref.

For d = 30, b = 1/11.22 = 0.0891:
H₀ levels: −23.550, −11.690
H levels: −15.409, −4.177

Now ε₁ is far below ε_ref. The ground state is a ghost with a node at 0.68 bohr, and it lies 15.41 − 2.46 = 12.95 hartree, or 352 eV, below the reference. The second level is also below the reference, so there are at least two ghosts. The small b does not mean a weak projector, since χ itself grows with d. Replacing the ghost by its absolute value would cost Δ ≈ 8.9 hartree: the node reduces the overlap with the repulsive projector.

For A = 1, b = 1/(−0.1146) = −8.73:
H₀ levels: −2.368, −1.046
H levels: −2.458, −1.150

Here χ changes sign at 1 bohr and the proof is unavailable, but ε₀ is above ε_ref and the ground state is still nodeless.

For A = 40, b = 1/(−4.582) = −0.218:
H₀ levels: −5.106, −1.239
H levels: −12.915, −2.458

The ghost lies 12.915 − 2.458 = 10.457 hartree, or 285 eV, below the reference, which has become the second level. Its node at 1.008 bohr nearly coincides with the sign change of χ. Taking the absolute value would cost 14.06 hartree of attraction.

The thresholds follow from the local levels. In the repulsive family V_loc = V_s − d exp(−r²), so ε₁ falls steadily as d grows. It starts above ε_ref at d = 0 and meets it once, at d = 9.017 hartree.

In the sign-changing family, ε₀(A) is the minimum of mean energies that are linear in A, and is therefore concave. It starts at ε_ref with slope −⟨φ|δV|φ⟩/A = +0.1146, so at first it rises. At large A it falls without limit, because −δV forms a deepening well outside 1 bohr. A concave function of this kind returns to its initial value once, here at A = 8.062 hartree. At each threshold the ground level is doubly degenerate by (e).

The low-energy kernel makes the difference visible even where no ghost exists. At r = 0.5 bohr, r' = 1.5 bohr and E = −10⁴ hartree, inversion of H − E on a grid of spacing 0.02 bohr gives, in hartree⁻¹ bohr⁻¹:
d = −3: K = +3.21 × 10⁻⁹
d = 2: K = −2.14 × 10⁻⁹
A = 1: K = −3.28 × 10⁻⁹

All three ground states are nodeless. In the first case positivity proves it; in the other two it follows from the position of the local levels.

Numerical values quoted here were computed with a short program.
